# First and second strain derivatives of the separable nonlocal pseudopotential energy, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with a direct attack

Stress and elastic constants are the first and second derivatives of the total energy with respect to a homogeneous strain, and piezoelectric constants are mixed derivatives with respect to strain and electric field. In a plane-wave calculation the nonlocal pseudopotential couples plane waves through projectors $f_l(q)\,Y_{lm}(\theta,\phi)$, where $q,\theta,\phi$ are the length and the angles of the wavevector $\mathbf K$. A strain changes all three, and three obvious ways of differentiating each have a defect.

The first is to differentiate the projector as it stands. The azimuth obeys $d\phi=(K_x\,dK_y-K_y\,dK_x)/(K_x^2+K_y^2)$. Take a wavevector close to the $z$ axis and a $yz$ shear, which gives $dK_y\propto K_z$. With $dK_x=0$ this gives $d\phi\propto K_z\cos\phi/\sqrt{K_x^2+K_y^2}$, which diverges as the axis is approached at any fixed azimuth with $\cos\phi\neq0$, although the projector itself changes by a finite amount. At $\mathbf K=0$ the angles do not exist. The singularities belong to the coordinates and cancel in the product, but a formula built factor by factor contains them.

The second is to sum over $m$ first, which leaves a Legendre polynomial of the angle between $\mathbf K'$ and $\mathbf K$. This removes the polar axis but couples the two wavevectors, so each derivative is a double sum with $N^2$ terms for $N$ plane waves. Before the sum over $m$ the separable form needs only single sums over the plane waves, and this route gives that advantage up.

The third is to strain the cell by finite amounts and take differences. This needs several strained evaluations for each of the 21 second-derivative components, and it divides rounding noise by the square of a small step. It is a sound check, and serves as one below, but perturbation theory needs the derivative of the operator in closed form.

All three defects disappear once the summed kernel is written as a polynomial in scalar products times smooth functions of $q^2$. Each scalar product is a contraction of fixed reduced vectors with the reciprocal metric tensor, and the strain acts only on that tensor and on the volume.

## Setting and conventions

Hartree atomic units are used. The lattice vectors $\mathbf a_i$ are the columns of a matrix $R$, the reciprocal vectors $\mathbf b_i$ are the columns of a matrix $Q$, and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ reads $R^TQ=2\pi\,1$. The cell volume is $\Omega=\det R$. A position is $\boldsymbol\tau=R\tilde\tau$ and a wavevector is $\mathbf K=Q\tilde K$ with $\tilde K=\tilde k+\tilde G$ and $\tilde G$ integer. The tilde marks reduced components. The reciprocal metric is
$$\Upsilon=Q^TQ,\qquad \Upsilon_{ij}=\mathbf b_i\cdot\mathbf b_j .$$

The potential is norm-conserving and of Kleinman–Bylander form, with one real radial projector $\beta_l(r)$ and one energy $e_l$ for each $l$ and no spin-orbit term:
$$V_{\rm NL}=\sum_{\mathbf L}\sum_\kappa\sum_{lm}e_l\,|\chi_{lm}^{\kappa\mathbf L}\rangle\langle\chi_{lm}^{\kappa\mathbf L}|,\qquad \chi^{\kappa\mathbf L}_{lm}(\mathbf r)=\beta_l(\rho)Y_{lm}(\hat{\boldsymbol\rho}),\quad \boldsymbol\rho=\mathbf r-\boldsymbol\tau_\kappa-\mathbf L .$$
Here $\kappa$ labels the atoms in the cell, taken to be of one species to save an index, and $\mathbf L$ the lattice translations. The projectors are rigid: they move with the atom and keep their shape.

A Bloch state is $\psi(\mathbf r)=\Omega^{-1/2}\sum_{K}\psi_K\,e^{i\mathbf K\cdot\mathbf r}$ with $\sum_K|\psi_K|^2=1$. The nonlocal energy of a crystal is a sum of $E=\langle\psi|V_{\rm NL}|\psi\rangle$ over states with occupations and $k$-point weights. That sum is linear, so one state and one $l$ suffice.

The deformation is $R\to FR$ with $F=1+\eta$. Held fixed are the reduced atomic positions $\tilde\tau_\kappa$, the reduced wavevectors $\tilde K$, the set of plane waves, and the coefficients $\psi_K$. Derivatives taken in this way are called frozen derivatives. For $\eta=sA+tB$ with symmetric matrices $A$ and $B$, a superscript $A$ or the symbol $D_A$ denotes $\partial_s$, and a superscript $AB$ or $D_AD_B$ denotes $\partial_s\partial_t$, at $s=t=0$. The six basic directions are $E^{\alpha\beta}=\tfrac12(\mathbf e_\alpha\mathbf e_\beta^T+\mathbf e_\beta\mathbf e_\alpha^T)$. For $\eta=\gamma E^{yz}$ one has $\eta_{yz}=\eta_{zy}=\gamma/2$, so $\gamma$ is the engineering shear. With the stress defined by $\delta E=\Omega_0\sum_{\alpha\beta}\sigma_{\alpha\beta}\eta_{\alpha\beta}$, where $\Omega_0$ is the unstrained volume, this shear gives $\delta E=\Omega_0\sigma_{yz}\gamma$. Hence $\sigma_{\alpha\beta}=\Omega_0^{-1}D_{E^{\alpha\beta}}E$ with no further factor, and second derivatives along these directions divided by $\Omega_0$ are Voigt components. A positive $\sigma_{xx}$ means that the energy rises on stretching.

## The kernel between plane waves

The Rayleigh expansion of a plane wave is
$$e^{-i\mathbf K\cdot\boldsymbol\rho}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(q\rho)\,Y_{l'm'}(\hat{\mathbf K})\,Y^*_{l'm'}(\hat{\boldsymbol\rho}),\qquad q=|\mathbf K| .$$
For the projector on atom $\kappa$ in the home cell, put $\mathbf r=\boldsymbol\rho+\boldsymbol\tau_\kappa$. The shift gives the factor $e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}$, and orthonormality of the harmonics in the angular integral keeps only $l'=l$, $m'=m$:
$$\langle\mathbf K|\chi^\kappa_{lm}\rangle=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf K\cdot\mathbf r}\chi^\kappa_{lm}\,d^3r=\frac{4\pi(-i)^l}{\sqrt\Omega}f_l(q)\,Y_{lm}(\hat{\mathbf K})\,e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa},\qquad f_l(q)=\int_0^\infty r^2\beta_l(r)\,j_l(qr)\,dr .\tag{1}$$
In a crystal of $N_c$ cells the plane waves carry $(N_c\Omega)^{-1/2}$, and the projector in cell $\mathbf L$ contributes to the matrix element of $V_{\rm NL}$ with the extra phase $e^{-i(\mathbf K'-\mathbf K)\cdot\mathbf L}$. This equals 1 because $\mathbf K'-\mathbf K$ is a reciprocal lattice vector. The $N_c$ equal terms cancel the $1/N_c$, so the home cell with normalization $\Omega^{-1/2}$ gives the whole matrix element.

Multiply (1) for $\mathbf K'$ by the complex conjugate of (1) for $\mathbf K$. The factors $(-i)^l$ and $(+i)^l$ give 1. The addition theorem $\sum_mY_{lm}(\hat{\mathbf K}')Y^*_{lm}(\hat{\mathbf K})=\frac{2l+1}{4\pi}P_l(x)$, with $x=\hat{\mathbf K}'\cdot\hat{\mathbf K}$, combines with $(4\pi)^2/\Omega$ to
$$\langle\mathbf K'|V_l|\mathbf K\rangle=e_l\,\frac{4\pi(2l+1)}{\Omega}\,f_l(q')f_l(q)\,P_l(x)\sum_\kappa e^{-i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau_\kappa}.\tag{2}$$

The phases do not feel the strain. Indeed $\mathbf K\cdot\boldsymbol\tau=\tilde K^TQ^TR\,\tilde\tau=2\pi\tilde K\cdot\tilde\tau$, because $Q^TR=2\pi\,1$ in every cell. The plane waves also remain orthonormal at every strain, since each carries the current $\Omega^{-1/2}$ and $e^{i\mathbf K\cdot\mathbf r}=e^{2\pi i\tilde K\cdot\tilde r}$.

## Polynomial times smooth radial factor

Define three scalar products,
$$a=\mathbf K'\cdot\mathbf K'=\tilde K'^T\Upsilon\tilde K',\qquad b=\mathbf K'\cdot\mathbf K=\tilde K'^T\Upsilon\tilde K,\qquad c=\mathbf K\cdot\mathbf K=\tilde K^T\Upsilon\tilde K .$$
The cosine $x=b/\sqrt{ac}$ is not a polynomial, but $q'^lq^lP_l(x)$ is. Rodrigues' formula is $P_l=\frac{1}{2^ll!}\frac{d^l}{dx^l}(x^2-1)^l$. The binomial theorem gives $(x^2-1)^l=\sum_j(-1)^j\frac{l!}{j!(l-j)!}x^{2l-2j}$, and $l$ differentiations turn $x^{2l-2j}$ into $\frac{(2l-2j)!}{(l-2j)!}x^{l-2j}$ for $2j\le l$ and into zero otherwise. So
$$P_l(x)=\sum_{j=0}^{\lfloor l/2\rfloor}\gamma_{lj}\,x^{l-2j},\qquad \gamma_{lj}=\frac{(-1)^j(2l-2j)!}{2^l\,j!\,(l-j)!\,(l-2j)!}.$$
Since $q'^lq^lx^{l-2j}=(q'qx)^{l-2j}(q'^2q^2)^j=b^{\,l-2j}a^jc^j$,
$$p_l(a,b,c)\equiv q'^lq^lP_l(x)=\sum_j\gamma_{lj}\,a^j\,b^{\,l-2j}c^j .\tag{3}$$
The first four are $p_0=1$, $p_1=b$, $p_2=\tfrac12(3b^2-ac)$ and $p_3=\tfrac12(5b^3-3abc)$.

The powers $q'^lq^l$ borrowed here are taken from the form factors. Define $g_l(s)=f_l(q)/q^l$ with $s=q^2$. Then (2) becomes
$$\langle\mathbf K'|V_l|\mathbf K\rangle=\mathcal N_l\;g_l(a)\,g_l(c)\,\pi_l\sum_\kappa e^{-2\pi i(\tilde K'-\tilde K)\cdot\tilde\tau_\kappa},\qquad \mathcal N_l=e_l\frac{4\pi(2l+1)}{\Omega_0},\qquad \pi_l=\frac{\Omega_0}{\Omega}\,p_l .\tag{4}$$
The strain now enters through $\Upsilon$, inside $a,b,c$, and through $\Omega_0/\Omega$, and nowhere else.

The division by $q^l$ is harmless, and the derivatives of $g_l$ have a closed form. The series of the spherical Bessel function, with $y=x^2/2$, is
$$\frac{j_l(x)}{x^l}=\sum_{k=0}^\infty\frac{(-y)^k}{k!\,(2l+2k+1)!!}.$$
Because $dy=x\,dx$, the operator $x^{-1}d/dx$ is $d/dy$. Differentiating term by term and putting $k=k'+1$,
$$\frac1x\frac{d}{dx}\frac{j_l}{x^l}=-\sum_{k\ge1}\frac{(-y)^{k-1}}{(k-1)!\,(2l+2k+1)!!}=-\sum_{k'\ge0}\frac{(-y)^{k'}}{k'!\,(2(l+1)+2k'+1)!!}=-\frac{j_{l+1}}{x^{l+1}} .$$
With $x=qr$ one has $j_l(qr)/q^l=r^l\,j_l(x)/x^l$ and $y=sr^2/2$, so $d/ds=(r^2/2)\,d/dy$. Each derivative with respect to $s$ supplies $-r^2/2$ and raises the order by one. After $n$ of them the integrand of $g_l$ contains $(-\tfrac12)^nr^{l+2n}j_{l+n}(x)/x^{l+n}=(-\tfrac12)^nr^{n}j_{l+n}(qr)/q^{l+n}$, and
$$g_l^{(n)}(s)=\left(-\tfrac12\right)^n\int_0^\infty r^{2+n}\beta_l(r)\,\frac{j_{l+n}(qr)}{q^{\,l+n}}\,dr,\qquad g^{(n)}_l(0)=\frac{(-\tfrac12)^n}{(2l+2n+1)!!}\int_0^\infty r^{2+l+2n}\beta_l\,dr .\tag{5}$$
The value at $s=0$ is the $k=0$ term of the series. For a projector of finite range all these integrals exist, $g_l$ is smooth in $s$ including $s=0$, and $\mathbf K=0$ needs no special treatment.

## The separable form

In the reduced components, $a$ has degree $(2,0)$ in $(\tilde K',\tilde K)$, $b$ has degree $(1,1)$ and $c$ has degree $(0,2)$. The term $a^jb^{l-2j}c^j$ therefore has degree $2j+(l-2j)=l$ in each vector, for every $j$. Let $\tilde K^\mu=\tilde K_1^{\mu_1}\tilde K_2^{\mu_2}\tilde K_3^{\mu_3}$ run over the monomials of degree $d=\mu_1+\mu_2+\mu_3$. Their number is $(d+1)(d+2)/2$, since $\mu_1=0,\dots,d$ leaves $d-\mu_1+1$ choices of $\mu_2$. Multiplying out (3) and collecting equal monomials gives
$$p_l=\sum_{\mu'\mu}\tilde K'^{\mu'}\,C_{\mu'\mu}(\Upsilon)\,\tilde K^\mu ,$$
where $C$ is real, symmetric because $p_l$ is unchanged by $\mathbf K'\leftrightarrow\mathbf K$, and a polynomial of degree $l$ in the elements of $\Upsilon$. For $l=1$, $C=\Upsilon$.

Define projections of the state,
$$T^{(n)}_{\kappa\mu}=\sum_K\psi_K\,e^{2\pi i\tilde K\cdot\tilde\tau_\kappa}\,g_l^{(n)}(\tilde K^T\Upsilon\tilde K)\,\tilde K^\mu,\qquad \mu_1+\mu_2+\mu_3=l+2n .\tag{6}$$
Inserting (4) in $E_l=\sum_{K'K}\psi^*_{K'}\langle\mathbf K'|V_l|\mathbf K\rangle\psi_K$, every factor belongs to $K'$ alone, to $K$ alone, or to $C$. The sum over $K$ is $T^{(0)}$, the sum over $K'$ is its complex conjugate, and in the unstrained cell
$$E_l=\mathcal N_l\sum_\kappa T_\kappa^{(0)\dagger}\,C\,T_\kappa^{(0)} .\tag{7}$$

There are $(l+1)(l+2)/2$ monomials but only $2l+1$ projectors, and the two counts agree through the rank of $C$. By the addition theorem $p_l=\frac{4\pi}{2l+1}\sum_mS_m(\mathbf K')S^*_m(\mathbf K)$ with $S_m(\mathbf K)=q^lY_{lm}(\hat{\mathbf K})$. Setting $|\mathbf K|=1$, multiplying by $Y_{lm}(\hat{\mathbf K})$ and integrating over $\hat{\mathbf K}$ expresses $S_m(\mathbf K')$ as an integral of a polynomial of degree $l$ in $\tilde K'$, so $S_m=\sum_\mu M_{m\mu}\tilde K^\mu$. The $2l+1$ functions $S_m$ are linearly independent, so $M$ has rank $2l+1$. Comparing coefficients, $C=\frac{4\pi}{2l+1}(M^*)^\dagger M^*$, which has the rank of $M$. For $l\ge2$ the monomial set is redundant. The redundancy buys coefficients that are polynomials in $\Upsilon$ and projections that contain no Cartesian axis.

## Strain derivatives of the metric and the volume

The condition $(FR)^TQ(F)=2\pi\,1$ gives $Q(F)=F^{-T}Q$, and
$$\Upsilon(F)=Q^TF^{-1}F^{-T}Q=Q^T(F^TF)^{-1}Q .\tag{8}$$
Replacing $F$ by $OF$ with a rotation $O$ leaves $F^TF$ and $\det F$ unchanged, so the kernel (4) is unchanged. An antisymmetric $\eta$ is a rotation to first order, and any $F$ with positive determinant is a rotation times a symmetric matrix, so symmetric $\eta$ covers all physically distinct deformations.

For symmetric $\eta$, $(F^TF)^{-1}=(1+\eta)^{-2}$. Squaring $(1+\eta)^{-1}=1-\eta+\eta^2-\dots$ gives $1-2\eta+(1+1+1)\eta^2+\dots$, where the three second-order terms are $1\cdot\eta^2$, $\eta\cdot\eta$ and $\eta^2\cdot1$. With $\eta=sA+tB$ the coefficient of $st$ in $\eta^2$ is $AB+BA$. Hence
$$\Upsilon^A=-2\,Q^TAQ,\qquad \Upsilon^{AB}=3\,Q^T(AB+BA)Q .\tag{9}$$
The reduced vectors are fixed, so $a^A=\tilde K'^T\Upsilon^A\tilde K'$, $b^A=\tilde K'^T\Upsilon^A\tilde K$, $c^A=\tilde K^T\Upsilon^A\tilde K$, and likewise for $AB$. In Cartesian terms $b^A=-2\mathbf K'^TA\mathbf K$ and $b^{AB}=3\mathbf K'^T(AB+BA)\mathbf K$. The minus sign says that stretching the cell shortens the wavevectors. These derivatives have the same degrees in $(\tilde K',\tilde K)$ as $a,b,c$.

For the volume, $\Omega/\Omega_0=\det(1+\eta)$. In terms of the eigenvalues $\eta_i$ of the symmetric $\eta$, $\ln\det(1+\eta)=\sum_i\ln(1+\eta_i)=\mathrm{tr}\,\eta-\tfrac12\mathrm{tr}\,\eta^2+\dots$. Then
$$v\equiv\frac{\Omega_0}{\Omega}=\exp\left(-\mathrm{tr}\,\eta+\tfrac12\mathrm{tr}\,\eta^2\right)=1-\mathrm{tr}\,\eta+\tfrac12\mathrm{tr}\,\eta^2+\tfrac12(\mathrm{tr}\,\eta)^2+\dots$$
The $st$ coefficient of $\tfrac12\mathrm{tr}\,\eta^2$ is $\tfrac12\mathrm{tr}(AB+BA)=\mathrm{tr}AB$, and that of $\tfrac12(\mathrm{tr}\,\eta)^2$ is $\mathrm{tr}A\,\mathrm{tr}B$:
$$v^A=-\mathrm{tr}A,\qquad v^{AB}=\mathrm{tr}A\,\mathrm{tr}B+\mathrm{tr}AB .\tag{10}$$

## Strain derivatives of the polynomial

Drop the index $l$. Let $u$ and $w$ run over $a,b,c$, and let $p_u$, $p_{uw}$ be partial derivatives of (3). The chain rule gives
$$p^A=\sum_up_u\,u^A,\qquad p^{AB}=\sum_{u,w}p_{uw}\,u^Aw^B+\sum_up_u\,u^{AB},\tag{11}$$
where the two sums in $p^{AB}$ come from differentiating $p_u$ and $u^A$ in turn. A partial derivative removes one factor $u$ and the chain rule restores one of the same degree, so $p^A$ and $p^{AB}$ keep the degree $(l,l)$. For $l=2$,
$$p_2^A=3b\,b^A-\tfrac12(a^Ac+a\,c^A),\qquad p_2^{AB}=3b^Ab^B+3b\,b^{AB}-\tfrac12\left(a^{AB}c+a^Ac^B+a^Bc^A+a\,c^{AB}\right).$$
The product rule applied to $\pi=vp$, with $v=1$ at zero strain, gives $\pi^A=p^A+v^Ap$ and $\pi^{AB}=p^{AB}+v^Ap^B+v^Bp^A+v^{AB}p$, that is
$$\pi^A=p^A-\mathrm{tr}A\;p,\qquad \pi^{AB}=p^{AB}-\mathrm{tr}A\;p^B-\mathrm{tr}B\;p^A+(\mathrm{tr}A\,\mathrm{tr}B+\mathrm{tr}AB)\,p .\tag{12}$$

Uniform dilation, $A=1$, is a limiting case. Then $\Upsilon^A=-2\Upsilon$ and $u^A=-2u$. Every term of (3) has total degree $j+(l-2j)+j=l$ in $(a,b,c)$, so Euler's theorem $\sum_uu\,p_u=l\,p$ gives $p^A=-2l\,p$. This is the scaling of $q'^lq^l$ at unchanged angle, as it must be. With $\mathrm{tr}A=3$, $\pi^A=-(2l+3)p$.

## First derivative

Let $W=g(a)\,g(c)\,\pi$ be the strain-dependent part of (4). It has three factors, so
$$W^A=g(a)g(c)\,\pi^A+g'(a)g(c)\,a^A\pi+g(a)g'(c)\,c^A\pi .\tag{13}$$
Label a term by $(n'n)$, the orders of the derivative of $g$ on the bra and the ket side. At zero strain the polynomials are
$$(00):\ \pi^A,\qquad (10):\ a^Ap,\qquad (01):\ c^Ap ,$$
of degree $(l,l)$, $(l+2,l)$ and $(l,l+2)$. A derivative of $g$ on one side always comes with a factor quadratic in the vector of that side, so the degree is $(l+2n',\,l+2n)$. This is why (6) pairs $g^{(n)}$ with monomials of degree $l+2n$. Expanding each polynomial in monomials defines a matrix $C_A^{(n'n)}$, and the double sum factorizes as it did for (7):
$$D_AE_l=\mathcal N_l\sum_\kappa\left[T_\kappa^{(0)\dagger}C_A^{(00)}T_\kappa^{(0)}+T_\kappa^{(1)\dagger}C_A^{(10)}T_\kappa^{(0)}+T_\kappa^{(0)\dagger}C_A^{(01)}T_\kappa^{(1)}\right].\tag{14}$$
Exchanging $\mathbf K'$ and $\mathbf K$ maps $a^Ap$ onto $c^Ap$, so $C_A^{(01)}$ is the transpose of $C_A^{(10)}$. The last two terms are complex conjugates and the sum is real.

For $l=1$, $C_A^{(00)}=\Upsilon^A-\mathrm{tr}A\,\Upsilon$, and $C_A^{(10)}$ is the $10\times3$ matrix obtained by collecting monomials in $\sum_{ijkm}\Upsilon^A_{ij}\Upsilon_{km}\tilde K'_i\tilde K'_j\tilde K'_k\tilde K_m$.

The same blocks give the first-order operator. Writing $T^{(n)}_\kappa=\Phi^{(n)}_\kappa\psi$, with $\Phi^{(n)}_{\kappa;\mu K}$ the factor that multiplies $\psi_K$ in (6),
$$V_l^A=\mathcal N_l\sum_\kappa\sum_{n'n}\Phi^{(n')\dagger}_\kappa\,C_A^{(n'n)}\,\Phi_\kappa^{(n)} .\tag{15}$$
It is applied to a vector from right to left at a cost proportional to $N$ times the number of monomials.

The three sources in (14) have a physical reading. The part $-\mathrm{tr}A\,p$ of $\pi^A$ contributes $-\mathrm{tr}A\,E_l$: one electron is spread over a larger cell and its density at the rigid projector falls. The parts $p^A$ and $g'$ together describe the change of shape of the wavefunction as the projector sees it.

## Second derivative

Differentiate the three terms of (13) along $B$, one factor at a time. The first term has the factors $g(a)$, $g(c)$, $\pi^A$:
$$g'(a)g(c)\,a^B\pi^A+g(a)g'(c)\,c^B\pi^A+g(a)g(c)\,\pi^{AB}.$$
The second has $g'(a)$, $g(c)$, $a^A$, $\pi$:
$$g''(a)g(c)\,a^Aa^B\pi+g'(a)g'(c)\,a^Ac^B\pi+g'(a)g(c)\,a^{AB}\pi+g'(a)g(c)\,a^A\pi^B .$$
The third has $g(a)$, $g'(c)$, $c^A$, $\pi$:
$$g'(a)g'(c)\,a^Bc^A\pi+g(a)g''(c)\,c^Ac^B\pi+g(a)g'(c)\,c^{AB}\pi+g(a)g'(c)\,c^A\pi^B .$$
Sorting the eleven terms by $(n'n)$ and setting $\pi=p$:
$$\begin{aligned}(00):&\ \ \pi^{AB}\\ (10):&\ \ a^A\pi^B+a^B\pi^A+a^{AB}p\\ (01):&\ \ c^A\pi^B+c^B\pi^A+c^{AB}p\\ (20):&\ \ a^Aa^B\,p\\ (02):&\ \ c^Ac^B\,p\\ (11):&\ \ (a^Ac^B+a^Bc^A)\,p\end{aligned}\tag{16}$$
The count is $1+3+3+1+1+2=11$. Every block is symmetric in $A\leftrightarrow B$, and the degrees are again $(l+2n',l+2n)$. With $C_{AB}^{(n'n)}$ the coefficient matrices of (16),
$$D_AD_BE_l=\mathcal N_l\sum_\kappa\ \sum_{n'+n\le2}T_\kappa^{(n')\dagger}\,C_{AB}^{(n'n)}\,T_\kappa^{(n)} .\tag{17}$$
Equations (7), (14) and (17) are the result. The projections $T^{(0)},T^{(1)},T^{(2)}$ do not depend on $A$ or $B$: one set per atom, state and $l$ serves all 6 first and all 21 second derivatives. The matrices $C$ depend on the cell alone, not on the state, the $k$ point or the atom. The highest degree is $l+2$ at first order and $l+4$ at second order. For $l=3$ the three projections have 10, 21 and 36 components.

Equations (7), (14) and (17) now give the nonlocal energy and its frozen first and second strain derivatives from one set of projections per atom, state and $l$. What remains is the mixed derivative with atomic displacement, the dependence on the strain measure, the response term in the full eigenvalue curvature, a worked numerical example, and the cases where the result needs modification.
